# Linear lowering of a hafnia switching barrier by an electric field

## Problem

A cell of ferroelectric hafnia has a volume of 134 cubic angstroms. Along its switching path, the polarization component parallel to the applied field changes by 50 uC/cm2 (0.5 C/m²) between the initial well and the saddle. The field inside the film is 1 MV/cm and favours the final state.

(a) By how much does the field lower the barrier of this cell, to first order?

(b) How good is the linear estimate if the energy is a symmetric double well with a zero-field barrier of 400 meV?

(c) What does the lowering do to a thermally activated rate at 300 K?

(d) How do a tilted polar axis and a thin interface layer change the answer?

The cell volume $V$ is held fixed, and the whole cell moves along one path. The barrier of 400 meV is a round model value.

## Solution

### (a) The linear term

**Work done by the source.** Take a film of area $A$ and thickness $d$ between electrodes at fixed voltage $Ed$. The free charge per area on the electrode is $D=\varepsilon_0E+P$. At fixed $E$, a polarization change $\Delta P$ therefore draws a charge $A\,\Delta P$ through the circuit, and the source does the work

$$
(Ed)(A\,\Delta P)=(Ad)\,E\,\Delta P .
$$

The share of one cell is $VE\,\Delta P$. Energy supplied by the source must be subtracted from the internal energy $U$, so the function whose wells and saddles matter is

$$
F(x,E)=U(x)-VE\,P(x),
$$

where $x$ stands for all the internal coordinates $x_i$.

**Slope of the barrier.** Let $x^*(E)$ be a well or a saddle. Its energy changes with the field as

$$
\frac{dF^*}{dE}=\sum_i\frac{\partial F}{\partial x_i}\frac{dx_i^*}{dE}+\frac{\partial F}{\partial E}=-V\,P(x^*).
$$

The sum vanishes because $\partial F/\partial x_i=0$ at a stationary point. The ions do shift in the field, but this shift costs no energy at first order. Subtracting the well from the saddle gives the slope of the barrier $B$:

$$
\frac{dB}{dE}=-V\left[P_{\rm saddle}-P_{\rm well}\right]=-V\,\Delta P .
$$

With $\Delta P$ taken at zero field, the barrier falls by $VE\,\Delta P$ to first order. The saddle need not be nonpolar. As a test, take two coupled polar modes $p,q$ with the energy in eV

$$
0.4(1-p^2)^2+0.05p+0.3qp^2+0.1pq+q^2-w(p+0.4q).
$$

The barrier slope with respect to $w$, from the barriers at $w=\pm0.001$, is $-1.10533$. The zero-field change of $p+0.4q$ from well to saddle, with a minus sign, is also $-1.10533$.

**Numbers.** The dipole change of the cell is

$$
V\,\Delta P=(134\times10^{-30}\ \mathrm{m^3})(0.5\ \mathrm{C/m^2})=6.70\times10^{-29}\ \mathrm{C\,m}=0.418\ e\,\mathrm{nm}.
$$

Since 1 MV/cm is 0.10 V/nm,

$$
VE\,\Delta P=0.418\ e\,\mathrm{nm}\times0.10\ \mathrm{V/nm}=0.0418\ \mathrm{eV}\approx42\ \mathrm{meV}.
$$

**Which polarization difference?** The polarization of a periodic crystal is defined up to a quantum: moving one elementary charge by a full cell edge $c$ restores the crystal but changes the cell dipole by $ec$. The change $\Delta P$ must therefore be followed continuously along the path.

Suppose that four oxygen ions of nominal charge $-2e$ each move 0.0523 nm against the field. Their dipole change is $8\times0.0523=0.418\ e\,$nm. For a round edge of 0.50 nm, an observer who compares only the end points and reduces the difference modulo $ec$ to its smallest size finds $0.418-0.500=-0.082\ e\,$nm. This would turn the lowering of 42 meV into a rise of 8 meV. If electrons are moved only in pairs, or oxygen ions only as a whole, the step is $2ec=1.0\ e\,$nm. The smallest difference is then the correct one here, but a larger displacement could still be assigned wrongly.

### (b) Beyond the linear term

Let the wells lie at $\pm P_0$ with $P_0=0.5$ C/m², and the zero-field saddle at $P=0$. With $p=P/P_0$ and $W=VEP_0=41.8$ meV,

$$
F(p)=U_0(1-p^2)^2-Wp,\qquad U_0=400\ \mathrm{meV}.
$$

The initial well is near $p=-1$. Setting $dF/dp=0$ gives

$$
4U_0\,p(p^2-1)=W .
$$

*Well.* Put $p=-1+\delta$. Then $p(p^2-1)\approx2\delta$, so $\delta=W/(8U_0)$. Also $(1-p^2)^2\approx4\delta^2$, and hence

$$
F_{\rm well}\approx4U_0\delta^2+W-W\delta
=W+\frac{W^2}{16U_0}-\frac{W^2}{8U_0}
=W-\frac{W^2}{16U_0}.
$$

*Saddle.* Put $p=\eta$ with $|\eta|\ll1$. Then $-4U_0\eta\approx W$, so $\eta=-W/(4U_0)$: the saddle moves towards the initial well. Its energy is

$$
F_{\rm saddle}\approx U_0(1-2\eta^2)-W\eta
=U_0-\frac{W^2}{8U_0}+\frac{W^2}{4U_0}
=U_0+\frac{W^2}{8U_0}.
$$

The difference is the barrier to second order:

$$
B\approx U_0-W+\frac{3W^2}{16U_0}.
$$

The last term is $3(41.8)^2/(16\times400)=0.82$ meV. It is positive because both shifts shorten the distance in $P$ between well and saddle, so each further step of field gains less. The stationary points of the full double well give a lowering of 41.0 meV. The linear estimate is about 2% above this value. This figure belongs to the model. If the background permittivity differs by $\Delta\varepsilon$ between saddle and well, the barrier gains a further second-order term $-\tfrac12V\varepsilon_0\,\Delta\varepsilon\,E^2$. For $|\Delta\varepsilon|=10$ its size is 0.37 meV, comparable with the 0.82 meV above.

**The opposite limit.** The barrier vanishes when well and saddle merge, at the maximum of $4U_0(p^3-p)$ for $-1<p<0$. Its derivative vanishes at $p=-1/\sqrt3$, where $p^3-p=2/(3\sqrt3)$. Thus

$$
W_c=\frac{8U_0}{3\sqrt3}=616\ \mathrm{meV},\qquad
E_c=\frac{616}{41.8}\ \mathrm{MV/cm}=14.7\ \mathrm{MV/cm}.
$$

Extending the linear law to zero barrier would give $400/41.8=9.6$ MV/cm, which is far too low for this model. The linear law is a statement about fields small compared with $E_c$.

### (c) Effect on a thermal rate

For one cell crossing one barrier with a fixed prefactor, the rate is multiplied by

$$
\exp\!\left(\frac{VE\,\Delta P}{kT}\right)=\exp\!\left(\frac{41.8}{25.85}\right)=e^{1.618}=5.04 .
$$

The prefactor also depends slightly on the field. In classical transition-state theory the rate is proportional to $e^{-F_{\rm saddle}/kT}$ divided by the integral of $e^{-F/kT}$ over the initial well. Evaluated for the full double well, this gives a factor of 4.78.

Two small effects account for the difference. The barrier falls by 0.83 meV less than in the linear estimate, which contributes $e^{-0.83/25.85}=0.97$. The well also becomes softer: its curvature is $U_0(12p^2-4)\approx8U_0(1-3\delta)$, with $\delta=41.8/3200=0.013$. In the harmonic approximation the well integral varies as one over the square root of the curvature, which contributes $\sqrt{1-0.039}=0.98$. The product $5.04\times0.97\times0.98$ is 4.8.

These factors multiply a rate that is already large. With an attempt frequency near $7\times10^{12}$ s$^{-1}$ and $e^{-400/25.85}\approx2\times10^{-7}$, an isolated cell would cross about $10^6$ times per second at zero field. A film that keeps its polarization therefore cannot consist of independent cells of this kind. The one-cell factor shows the size of the field effect, not the switching rate of a film.

### (d) Tilt and interface layer

**Tilt.** So far the polar axis lay along the field. If the same change $\Delta P$ occurs along a polar axis at an angle $\theta$ to the field, the work contains only the component $\Delta P\cos\theta$. At 45 degrees the lowering is $41.8\times0.707=29.6$ meV.

**Interface layer.** Let a film of thickness $d_f=10$ nm and background permittivity $\varepsilon_f=30$ lie in series with a nonpolar layer of $d_i=0.5$ nm and $\varepsilon_i=20$. Here $P$ is the switching part of the polarization, no charge is trapped at the interface, and all cells of the film switch in step. Continuity of $D$ and the total voltage $\Phi$ require

$$
\varepsilon_0\varepsilon_fE_f+P=\varepsilon_0\varepsilon_iE_i,\qquad E_fd_f+E_id_i=\Phi .
$$

Solving the first equation for $E_i$ and inserting it in the second gives

$$
E_f=\frac{\varepsilon_i\Phi-Pd_i/\varepsilon_0}{\varepsilon_id_f+\varepsilon_fd_i}.
$$

Let $\Phi$ correspond to an average of 1 MV/cm over the 10.5 nm stack. The applied part of the film field is then $20\times10.5/215=0.977$ MV/cm, and with $\Delta P$ kept at 0.5 C/m² the linear lowering becomes 40.8 meV.

The part proportional to $P$ is a depolarizing field. In the initial well, where $P=-P_0$, it is 1.31 MV/cm and points along the applied field. It falls linearly to zero at the saddle, so its work per cell is half the product of its initial value and $VP_0$, which is 27.5 meV. This lowers the barrier even at zero voltage. It belongs to the zero-field barrier and must not be counted as part of the field-induced reduction.

Both numbers keep the well at $P=-P_0$. In the double well of part (b), the depolarizing field adds $27.5\,p^2$ meV to the energy, which moves the zero-voltage well to $p^2=1-27.5/800$, or $|p|=0.98$. This would reduce both numbers by about 2%.

The uncompensated interface is a formal limit. In the initial well at zero voltage, with $P_0/\varepsilon_0=565$ MV/cm, continuity of $D$ gives a layer field of size $(565-30\times1.31)/20\approx26$ MV/cm, a drop of 1.3 V across 0.5 nm. This is far above a rough breakdown field of 4 MV/cm for the film. The depolarizing field of 1.31 MV/cm also exceeds the fields of order 1 MV/cm at which real films switch. A real stack is expected to respond with injected or trapped charge at the interface, or with domains, both of which reduce the depolarizing field.

## Cases compared

| Case, nominal field 1 MV/cm | Field-induced lowering (meV) |
|---|---:|
| One cell, linear, aligned | 41.8 |
| One cell, full double well | 41.0 |
| One cell, linear, axis tilted by 45° | 29.6 |
| Per cell of a film switching in step, linear, with interface layer | 40.8 |
| Ten cells in step, linear, aligned | 418 |

The last row follows because the work is proportional to the volume that switches together. The barrier of ten uniformly switching cells is ten times larger as well, so the field removes the same fraction of it.

## Relation to real films

The film thickness and field are typical of hafnia memory capacitors. A polarization of 50 uC/cm2 is roughly that expected of a well-aligned single domain. Remanent values of polycrystalline films are often lower, roughly 10 to 30 uC/cm2, since grains are tilted and some are not ferroelectric. Such a film average should not be inserted for the $\Delta P$ of a polar cell.

Uniform switching is a further assumption, and the numbers show its limit. The model keeps a barrier of 359 meV per cell at 1 MV/cm and loses it only at 14.7 MV/cm, above a rough breakdown field of 4 MV/cm. At 1 MV/cm, a film switching in step would face 359 meV times its number of cells, far more than heat can supply. If the barrier per cell is of this size, films that switch at fields of order 1 MV/cm must use another route, such as nucleation of reversed regions and motion of domain walls. The work term keeps its form there, but $V\,\Delta P$ becomes the dipole change of the whole region that moves between its metastable state and its saddle. If this dipole change is ten times the value of 0.418 $e\,$nm found above, the work term at 1 MV/cm is 418 meV instead of 42 meV. Cells that are already fully reversed at the saddle contribute $2P_0$ each, not $P_0$. The energy cost of the walls must be calculated anew. Since the size of a critical nucleus depends on the field, its barrier is not linear in the field.

Tunnelling is a small effect here. Let the four oxygen ions move together by 0.0523 nm from well to saddle, and treat the barrier top as an inverted parabola. Averaging its quantum transmission over thermal energies at 300 K raises the zero-field rate by a factor of 1.024. Quantization of the vibration in the well is a separate correction. The well curvature is twice that of the barrier top, so $\hbar\omega_0\approx28$ meV, and this raises the rate by a further factor of about 1.05. The total quantum correction along this coordinate is about 1.07.

## Numbers as computed

```
cell volume: 134 cubic angstrom
polarization change, well to saddle: 50 uC/cm2
field in the film: 1.0 MV/cm
same field: 0.10 V/nm
cell dipole change: 0.4182 e nm
linear barrier reduction: 41.82 meV
same reduction: 6.700e-21 J
reduction for 10 cells in step: 418 meV
two-mode model, slope from barriers: -1.10533
two-mode model, slope from dipoles: -1.10533
cell edge for branch test: 0.50 nm
oxygen shift size, nominal charge: 0.0523 nm
nearest-branch dipole (wrong): -0.0818 e nm
nearest-branch reduction (wrong): -8.18 meV
model zero-field barrier: 400 meV
model susceptibility at well: 7.38
model susceptibility at saddle: -14.76
second-order correction: 0.82 meV
full double-well reduction: 40.99 meV
barrier left in the field: 359.0 meV
uniform coercive field: 14.7 MV/cm
rough breakdown field (input): 4 MV/cm
temperature: 300 K
thermal energy kT: 25.85 meV
reduction divided by kT: 1.618
rate factor, linear estimate: 5.04
rate factor, full well integral: 4.78
reduction at 45 degree tilt: 29.6 meV
film thickness: 10.0 nm
interface layer thickness: 0.5 nm
relative permittivity, film background: 30
relative permittivity, interface layer: 20
applied part of film field: 0.977 MV/cm
linear reduction with layer: 40.8 meV
depolarizing field at well: 1.31 MV/cm
zero-field barrier shift by layer: -27.5 meV
tunnelling rate factor: 1.024
```
